# Elastic energy shifts of a dilatation centre in fixed and relaxed supercells

**Question**

I am stuck on an exercise about point defects in periodic supercells. The defect is a dilatation centre of strength $P$ in an isotropic elastic medium with bulk modulus $B$ and shear modulus $\mu$. There is one defect per cell of volume $V$. I have to show that with the cell held at its perfect-crystal shape and volume, the energy lies

$$\frac{P^2}{2V\left(B+\tfrac43\mu\right)}$$

above that of an isolated defect, and that after the cell is relaxed the energy lies below the isolated value.

My attempt was to add up the interactions with the periodic images. But the displacement around a dilatation centre goes as $\mathbf r/r^3$, which has zero divergence, and a second dilatation centre responds only to the divergence. Every pair energy is therefore zero, and so is my sum. Where does a shift come from, why is it positive in one case and negative in the other, and what is wrong with the image sum?

**Answer**

Your pair energies are right. What the sum leaves out is the boundary condition on the cell, that is, the value of the mean strain. It is safest to minimize the total energy under each condition and to return to the images afterwards.

**The energy and its assumptions**

Let $\mathbf u$ be the displacement, $\varepsilon_{ij}=\frac12(\partial_iu_j+\partial_ju_i)$ the strain, and $\operatorname{tr}\varepsilon=\nabla\cdot\mathbf u$ the local dilatation. The defect couples linearly to the dilatation, over a small spherical core with profile $g(\mathbf r)$ and $\int g\,d^3r=1$:

$$E[\mathbf u]=\int\left[\tfrac12\lambda(\operatorname{tr}\varepsilon)^2+\mu\,\varepsilon_{ij}\varepsilon_{ij}-P\,g\,\operatorname{tr}\varepsilon\right]d^3r,\qquad \lambda=B-\tfrac23\mu .$$

With this sign a positive $P$ pushes the medium outward. I assume linear elasticity, $B>0$ and $\mu>0$, a strength $P$ that does not depend on strain, the same core in every cell, and cores that do not overlap. I write

$$M=\lambda+2\mu=B+\tfrac43\mu .$$

"Isolated" means one defect in an infinite medium whose strain vanishes at infinity.

**Equilibrium**

Setting the variation of $E$ with respect to $\mathbf u$ to zero gives

$$(\lambda+\mu)\nabla(\nabla\cdot\mathbf u)+\mu\nabla^2\mathbf u=P\nabla g .$$

Insert $\nabla^2\mathbf u=\nabla(\nabla\cdot\mathbf u)-\nabla\times(\nabla\times\mathbf u)$:

$$M\,\nabla(\nabla\cdot\mathbf u)-\mu\,\nabla\times(\nabla\times\mathbf u)=P\nabla g .$$

Take the curl. The gradients drop out, and $\mathbf w=\nabla\times\mathbf u$, which has no divergence, obeys $\nabla^2\mathbf w=0$. In the infinite medium $\mathbf w$ decays, so it is zero. For a periodic $\mathbf u$, $\mathbf w$ is periodic and harmonic, hence constant, and the mean of the curl of a periodic field is zero, so again $\mathbf w=0$. What remains is $M\nabla(\nabla\cdot\mathbf u)=P\nabla g$, or

$$\nabla\cdot\mathbf u=\frac PM\,g+c .$$

The constant $c$ is fixed by the boundary condition, and the whole finite-size effect sits in it.

One more relation saves work. Write $E=W-L$, with $W$ the elastic energy (quadratic in $\mathbf u$) and $L=P\int g\,\nabla\cdot\mathbf u\,d^3r$ (linear). Replace the solution $\mathbf u$ by $s\mathbf u$, which satisfies the same boundary conditions. Then $E(s)=s^2W-sL$ must be stationary at $s=1$, so $2W=L$ and

$$E_{\min}=-\tfrac12L=-\tfrac12P\int g\,\nabla\cdot\mathbf u\,d^3r .$$

**Isolated defect**

Decay at infinity requires $c=0$, so

$$E_{\rm iso}=-\frac{P^2}{2M}\int g^2\,d^3r .$$

This depends on the core profile and is not a physical defect energy by itself. It matters here because the same term appears in the periodic cell. Outside the core, Gauss's theorem gives $4\pi r^2u_r=P/M$, so

$$\mathbf u=\frac{P}{4\pi M}\frac{\mathbf r}{r^3},$$

which is the divergence-free field you found.

**Fixed cell**

If the cell vectors are held, $\mathbf u$ is periodic, and the integral of $\nabla\cdot\mathbf u$ over a cell is zero. Integrating the general solution gives $P/M+cV=0$, so $c=-P/(MV)$ and

$$\nabla\cdot\mathbf u=\frac PM\left(g-\frac1V\right).$$

For $P>0$ the medium still expands where $g>1/V$, that is, in the core, but the rest of the cell must be compressed to make room for it; for $P<0$ the signs are reversed. Put this into $E_{\min}$ and use $\int g\,d^3r=1$:

$$E_{\rm fix}=-\frac{P^2}{2M}\left(\int g^2\,d^3r-\frac1V\right).$$

The core term cancels against $E_{\rm iso}$, which leaves

$$E_{\rm fix}-E_{\rm iso}=+\frac{P^2}{2VM}=\frac{P^2}{2V\left(B+\frac43\mu\right)} .$$

The sign of $P$ does not matter, and no property of the cell except its volume has entered.

**Letting the cell relax**

Now add a uniform strain $e_{ij}$ to a periodic strain $\tilde\varepsilon_{ij}$. The cross terms in the elastic energy are

$$\int_V\left[\lambda\operatorname{tr}e\,\operatorname{tr}\tilde\varepsilon+2\mu\,e_{ij}\tilde\varepsilon_{ij}\right]d^3r=0,$$

because $e$ is constant and $\tilde\varepsilon$ has zero mean. The periodic part therefore keeps the form it had in the fixed cell. Split $e_{ij}=\frac13\theta\delta_{ij}+e'_{ij}$, where $\theta=\operatorname{tr}e$ and $e'$ is traceless. Then $e_{ij}e_{ij}=\frac13\theta^2+e'_{ij}e'_{ij}$, and the uniform elastic energy density is

$$\tfrac12\lambda\theta^2+\mu\left(\tfrac13\theta^2+e'_{ij}e'_{ij}\right)=\tfrac12B\theta^2+\mu\,e'_{ij}e'_{ij}.$$

The defect term contributes $-P\theta\int g\,d^3r=-P\theta$. Altogether

$$E(e)=E_{\rm fix}+V\left(\tfrac12B\theta^2+\mu\,e'_{ij}e'_{ij}\right)-P\theta .$$

Since $\mu>0$, the minimum has $e'=0$: the cell changes its volume but not its shape. Setting $\partial E/\partial\theta=VB\theta-P=0$ gives $\theta=P/(VB)$, and the energy falls by

$$E_{\rm fix}-E_{\rm rel}=P\theta-\tfrac12VB\theta^2=\frac{P^2}{2VB}.$$

Subtract this from the fixed-cell shift:

$$E_{\rm rel}-E_{\rm iso}=\frac{P^2}{2V}\left(\frac1M-\frac1B\right)=\frac{P^2}{2V}\,\frac{B-M}{BM}=-\frac{2\mu P^2}{3VBM}<0 .$$

This is the second claim. The two signs follow from $M>B$. The cost of imposing zero mean strain is governed by $M$, while the gain from releasing it is governed by the smaller modulus $B$, so the gain is larger than the cost.

**Two limits**

The ratio of the shifts is

$$\frac{E_{\rm rel}-E_{\rm iso}}{E_{\rm fix}-E_{\rm iso}}=-\frac{4\mu}{3B}.$$

For $\mu\to0$ the relaxed shift vanishes and the fixed-cell shift tends to $P^2/(2VB)$. Without shear stiffness, the surroundings of an isolated defect do not resist its expansion, and a stress-free cell reproduces that situation.

For $\mu\to\infty$ at fixed $B$, the fixed-cell shift vanishes and the relaxed shift tends to $-P^2/(2VB)$. An isolated defect then cannot expand its surroundings, because doing so needs shear; a fixed cell imitates this, whereas a periodic cell can still dilate uniformly.

So relaxing the cell does not always bring the energy closer to the isolated value. It does so if $\frac43\mu<B$.

**What is missing from the image sum**

Take two separated defects in an infinite medium. The cross terms in $E_{\min}$ give the pair energy

$$-P\int g_2\,\nabla\cdot\mathbf u_1\,d^3r=-\frac{P^2}{M}\int g_1g_2\,d^3r=0,$$

in agreement with your result. Your sum is thus the correct answer for a finite cluster of defects embedded in an infinite medium. That is a different system from the supercell, and the energy balance shows how.

Consider a large spherical cluster of radius $R_c$, built of $N$ cells, and ignore its surface layer. Away from the cores the medium is not dilated, so the mean dilatation inside comes from the cores alone and is $\theta_c=P/(MV)$. The cells are neither fixed nor stress-free. Insert $\theta_c$, with $e'=0$, into $E(e)$:

$$E(\theta_c)-E_{\rm iso}=\frac{P^2}{2VM}+\frac{P^2B}{2VM^2}-\frac{P^2}{VM}=\frac{P^2}{2VM}\left(\frac BM-1\right)=-\frac{2\mu P^2}{3VM^2}.$$

The swollen cluster also strains the medium around it. There $u_r=a/r^2$, and matching the surface displacement $\theta_cR_c/3$ gives $a=\theta_cR_c^3/3$. The principal strains are $-2a/r^3$, $a/r^3$ and $a/r^3$. Their sum is zero, so only the shear term stores energy:

$$\int_{R_c}^{\infty}\mu\,\frac{6a^2}{r^6}\,4\pi r^2\,dr=\frac{8\pi\mu a^2}{R_c^3}=\frac{8\pi}{9}\mu\theta_c^2R_c^3 .$$

Divide by $N=4\pi R_c^3/(3V)$. The exterior energy per cell is

$$\tfrac23\mu V\theta_c^2=+\frac{2\mu P^2}{3VM^2},$$

which cancels the interior change. The zero you found is this sum. A supercell has no exterior medium, and its mean dilatation is $0$ or $P/(VB)$ instead of $P/(MV)$. Making the cluster larger does not remove the difference, because the exterior energy per cell does not depend on $R_c$.

**An independent check with a spherical cell**

Replace the supercell by one sphere of radius $R$ and volume $V=\frac43\pi R^3$ with the defect at its centre. Outside the core

$$u_r=\frac{A}{r^2}+\kappa r,\qquad A=\frac{P}{4\pi M}.$$

The extra uniform dilatation is $3\kappa$, so $E_{\min}$ gives an energy shift of $-\frac12P(3\kappa)$.

If the surface is clamped, $u_r(R)=0$ gives $\kappa=-A/R^3$. Then $3\kappa=-P/(MV)$, and the shift is $+P^2/(2VM)$.

If the surface is free, the radial stress vanishes there:

$$\lambda(3\kappa)+2\mu\left(\kappa-\frac{2A}{R^3}\right)=3B\kappa-\frac{4\mu A}{R^3}=0 .$$

Since $A/R^3=P/(3MV)$, this gives $3\kappa=4\mu P/(3BMV)$, and the shift is $-2\mu P^2/(3VBM)$. Both results agree with the periodic cell. The free surface lets the defect expand more than it could in an infinite medium, which is why the energy is lower.

**Numbers**

Take round model parameters: $P=10$ eV, $B=160$ GPa, $\mu=60$ GPa and a cubic cell of edge 10 Å. Then $M=160+80=240$ GPa. In units that suit the energy, $B=0.99864$ eV/Å$^3$ and $M=1.49796$ eV/Å$^3$. The fixed-cell shift is

$$\frac{(10\ \text{eV})^2}{2\,(1000\ \text{Å}^3)(1.49796\ \text{eV/Å}^3)}=0.0334\ \text{eV}=33.4\ \text{meV}.$$

Relaxation lowers the energy by $100/(2\times1000\times0.99864)=0.0501$ eV, so the relaxed cell lies 16.7 meV below the isolated defect. The ratio is $-80/160=-0.5$, as it should be. The cell dilates by $10/998.64=1.0\%$, or about 10 Å$^3$.

Both shifts fall as $1/V$. For edges of 12 and 15 Å the fixed-cell shifts are 19.3 and 9.9 meV, and the relaxed ones are $-9.7$ and $-4.9$ meV.

For the 10 Å cell, the cluster balance reads $33.4\times(160/240-1)=-11.1$ meV per cell inside and $+11.1$ meV outside.

The numerical output below obtains the isolated energy from a radial minimization with an elastic exterior, and the periodic energies from the full elastic tensor. It uses a Gaussian core of width $\sigma=0.8$ Å. Gaussians do overlap, but for neighbours a distance $L$ apart $\int g_1g_2\,d^3r$ is smaller than $\int g^2\,d^3r$ by the factor $e^{-L^2/4\sigma^2}$, which is $e^{-39}$ at 10 Å.

**Using the result in a calculation**

You need not know $P$ in advance. The pressure of the fixed cell is

$$p=-\frac1V\left.\frac{\partial E}{\partial\theta}\right|_{\theta=0}=\frac PV ,$$

so $P=pV$, where $p$ is measured relative to the perfect cell. In the example $p=0.01$ eV/Å$^3=1.60$ GPa. For an elastically isotropic medium the corrected energy is $E_{\rm fix}-p^2V/(2M)$.

If you have both energies, and the medium is again isotropic, $P$ can be eliminated. The shifts are in the ratio $-\frac43\mu:B$, so weights $\frac43\mu$ and $B$ make them cancel:

$$E_{\rm iso}=\frac{\frac43\mu\,E_{\rm fix}+B\,E_{\rm rel}}{M}.$$

With the model energies this is

$$\frac{80\,(-1430.09)+160\,(-1480.16)}{240}\ \text{meV}=-1463.47\ \text{meV},$$

which is the isolated energy of this model core. The peak dilatation in that core is about 0.83, far outside linear elasticity, so only the shifts have physical meaning, not this absolute value.

**Where the result stops holding**

Independence of cell shape belongs to the isotropic dipole in an isotropic medium. To see this, look at one Fourier mode with unit wavevector $\mathbf n$. A dilatation centre produces a purely longitudinal force, and the mode contributes $-P^2|g_{\mathbf k}|^2/(2VM)$, whatever its direction. A uniaxial dipole with the single component $P_{zz}=P$ also drives transverse displacements, and contributes

$$-\frac{P^2|g_{\mathbf k}|^2}{2V}\,n_z^2\left(\frac{n_z^2}{M}+\frac{1-n_z^2}{\mu}\right).$$

The sum now depends on how the wavevectors are distributed over directions, and hence on the cell shape. For $P_{zz}=10$ eV, going from the cube to a tetragonal cell of equal volume, with edges 9, 9 and 12.35 Å, changes the fixed-cell energy by $-9.5$ meV with the $\sigma=0.8$ Å core. This value depends on the core width: it is $-9.2$ meV for $\sigma=0.4$ Å and $-9.9$ meV for $\sigma=1.2$ Å. For the dilatation centre the same change of shape gives zero to the printed precision. For a defect of low symmetry, the full dipole tensor is needed.

Elastic anisotropy of the host has the same effect even for a pure dilatation centre, because the mode energy then depends on the direction $\mathbf n$. The effect is not small in common metals. Take $P=10$ eV, $V=1000$ Å$^3$ and $\sigma=0.8$ Å, with copper-like constants $C_{11},C_{12},C_{44}=168,121,75$ GPa. The fixed-cell shift is then about 37, 61 and 63 meV for simple-cubic, fcc and bcc supercells, while the isotropic formula with an averaged $\mu$ gives 38 to 42 meV. In the fcc and bcc cells the relaxed energy even lies slightly above the isolated one. For nearly isotropic tungsten the formulas above hold. For an anisotropic crystal, the two correction rules of the previous section must be replaced by a sum over modes with the full elastic tensor.

The strength may depend on the uniform background dilatation $\eta$ that the defect feels, which is $-P/(MV)$ in the fixed cell and $P/(VB)-P/(MV)$ in the relaxed one. Take the strength to be minus the derivative of the defect energy with respect to $\eta$. If it equals $P+\alpha\eta$, integration gives $-P\eta-\frac12\alpha\eta^2$, so the energy gains the term $-\frac12\alpha\eta^2$. Since $\eta$ is proportional to $1/V$, the resulting change in the shift is of order $1/V^2$, which is beyond the leading term found here. In a small atomistic cell such terms, together with nonlinear elasticity and overlapping cores, can matter. A charged defect also has electrostatic image energies, which need a separate correction.

## Values computed for the example and the checks

```
dipole strength P = 10.0 eV
bulk modulus B = 160.0 GPa = 0.99864 eV/A^3
shear modulus mu = 60.0 GPa = 0.37449 eV/A^3
M = B + 4mu/3 = 240.0 GPa = 1.49796 eV/A^3
core width = 0.8 A
integral of g^2 = 0.043845 1/A^3
isolated energy (core dependent) = -1463.472 meV
edge 10 A: V = 1000 A^3
  fixed-cell shift = +33.379 meV
  relaxed-cell shift = -16.689 meV
  relaxed dilatation = 1.0014 percent
  volume change on relaxation = 10.014 A^3
  energy gained on relaxation = 50.068 meV
  fixed-cell pressure = 1.6022 GPa
  shift ratio relaxed/fixed = -0.5000
  fixed-cell energy = -1430.093 meV
  relaxed-cell energy = -1480.161 meV
  isolated energy recovered = -1463.472 meV
  sphere radius = 6.2035 A
  clamped-sphere shift = +33.379 meV
  free-sphere shift = -16.689 meV
  cluster dilatation = 0.6676 percent
  cluster interior energy per cell = -11.126 meV
  cluster exterior energy per cell = +11.126 meV
edge 12 A: V = 1728 A^3
  fixed-cell shift = +19.316 meV
  relaxed-cell shift = -9.658 meV
  relaxed dilatation = 0.5795 percent
edge 15 A: V = 3375 A^3
  fixed-cell shift = +9.890 meV
  relaxed-cell shift = -4.945 meV
  relaxed dilatation = 0.2967 percent
skewed cell: V = 1320 A^3, fixed shift = +25.287 meV
tetragonal cell edges = 9.000, 12.346 A
tetragonal minus cubic, isotropic dipole = 0.000 meV
tetragonal minus cubic, uniaxial dipole = -9.480 meV
```
